Reduced matrix elements in cubic groups and the Γ8 quartet, part 2

*The problem.* A vector operator V, such as the magnetic moment, acts between cubic Γ8 quartets. We want its reduced elements, its matrices and the level splitting in a field.

*Conventions.* The cube rotations form O; the double group O′ has 48 elements. Γ2 is the sign of the axis permutation, vectors belong to Γ4, and Γ5 = Γ2⊗Γ4. At 0, 120°, 90° and 180° the characters are 4, −1, 0, 0 for Γ8 and 2, 1, −√2, 0 for Γ7, with signs reversed if 2π is added to the angle. The states |m⟩ of Γ8 rotate as spin 3/2; a quarter turn about z multiplies them by exp(−iπm/2). S denotes the spin-3/2 matrices in units of ħ; a single V is measured in the same units.

*Earlier results.* For a group G represented by U(g), let kets of irreps a, c and operators T_j of irrep b transform with matrices D^a, D^c, D^b. The coupling coefficients C^r and reduced elements R_r satisfy

(D^b⊗D^a) C_r = C_r D^c,  C_r† C_s = δ_rs 1.   (3)

⟨c k|T_j|a i⟩ = Σ_{r=1}^{m} R_r (C^r_{ji,k})*.   (4)

Matching bases are generated by

P_mn = (d_c/|G|) Σ_g D^c_{mn}(g)* U(g)   (7)

where d_c is the dimension of c. With characters χ, the multiplicity of c in b⊗a (in a, if b is trivial) is

m = (1/|G|) Σ_g χ_c(g)* χ_b(g) χ_a(g).   (8)

Γ8⊗Γ8 = Γ1 + Γ2 + Γ3 + 2Γ4 + 2Γ5,   (10)

and between Γ8 quartets

V_z = diag(p, q, −q, −p),  p = ⟨3/2|V_z|3/2⟩,  q = ⟨1/2|V_z|1/2⟩.   (12)

O_i = S_i³ − (41/20) S_i,  i = x, y, z.   (13)

V_i = a S_i + b O_i.   (14)

a = (3p + q)/5,  b = (p − 3q)/3.   (15)

For X = S or O, Σ_j X_j² is N_X times the unit matrix, with N_S = 15/4 and N_O = 27/20. The choice

(C^X_{ji,k})* = (X_j)_{ki}/√N_X   (16)

satisfies the normalization in (3), because Σ_ji (X_j)_{ki}(X_j)*_{k′i} = (Σ_j X_jX_j)_{kk′} for Hermitian X_j. The two copies are orthogonal: Σ_j S_jO_j is also a multiple of the unit matrix, and its trace is 3 tr S_zO_z = 0. Comparing (14) with (4) gives

R_1 = √(15/4) a,  R_2 = √(27/20) b.   (17)

A program may store (p, q), (a, b) or (R_1, R_2); the three pairs are linearly equivalent. The pair (p, q) is the easiest to extract, and (a, b) is the most convenient for building matrices.

*Extraction and a trap.* Within one quartet, p and q are diagonal elements and do not depend on the phases of the basis states. It is enough to diagonalize the quarter turn about z in the quartet, label each state by its phase exp(−iπm/2), and read off the expectation values of V_z. The double-group sign of the quarter turn matters here. If the version with angle π/2 + 2π is used by mistake, every phase changes sign and a state with true label m appears with m + 2, modulo 4. The apparent 3/2 state is then the true −1/2 state, and the apparent 1/2 state is the true −3/2 state, so the program reports −q for p and −p for q. For the spin itself, this would give a = −3/5 and b = 4/3 instead of 1 and 0. Between two different quartets the relative phases matter as well, and both bases must be aligned with (7).

*Time reversal.* Let Θ be the antiunitary time-reversal operator, and let each quartet be mapped to itself by Θ. This holds for an energy level that consists of one Γ8 quartet, if the Hamiltonian without the probe field is symmetric under time reversal. Θ commutes with rotations, and it conjugates the phase exp(−iπm/2), so Θ|m⟩ is a phase times |−m⟩. The dependence of this phase on m is fixed by the rotation matrices up to a common factor. For two quartets α and β, that common factor can be made equal by choosing the overall phase of one of them.

Suppose ΘV_zΘ⁻¹ = τV_z, with τ = −1 for a time-odd vector such as the magnetic moment and τ = +1 for a time-even one. Antiunitarity gives ⟨Θψ|ΘAΘ⁻¹|Θφ⟩ = ⟨ψ|A|φ⟩* for any operator A. With v_m = ⟨β m|V_z|α m⟩ this becomes

τ v_{−m} = v_m*.

The cubic result (12) states that v_{−m} = −v_m. Therefore

v_m* = −τ v_m.   (18)

Between different quartets with these phases, p and q are real for a time-odd vector and imaginary for a time-even one: two real numbers in either case. Within one quartet, a Hermitian operator also has real diagonal elements. A time-odd vector then keeps two real reduced elements, while both elements of a time-even vector vanish. The statement that a vector in Γ8 needs two reduced elements thus applies within a single level to time-odd vectors, such as magnetic moments.

The numerical check contains an operator that puts this to the test. In a multiplet with angular momentum J = 5/2, let W_z be the anticommutator of J_xJ_y + J_yJ_x with J_x² − J_y², and define W_x and W_y by cyclic permutation. W is a vector in O, it is Hermitian, and it is time-even because it contains an even number of factors J. Its z component has Frobenius norm (the square root of the sum of the squared moduli of its matrix elements) 53.7 ħ⁴ in the six-dimensional space, yet W vanishes within the Γ8 quartet. W is therefore not zero as an operator; its block within the quartet vanishes because W is time-even and the quartet is mapped to itself by Θ, as (18) requires.

*The two Γ5 operators.* The double occurrence of Γ5 in (10) is resolved in a similar way. Define

Q_z = S_xS_y + S_yS_x,
T_z = S_z(S_x² − S_y²) + (S_x² − S_y²)S_z,   (19)

with the other components obtained cyclically. Let a cubic rotation send axis i to s_i times axis π(i), with s_i = ±1. Its determinant is sgn(π)s_xs_ys_z = 1, so s_xs_y = sgn(π)s_z. Q_z therefore acquires the factor sgn(π)s_z, which is the vector factor s_z times the Γ2 factor sgn(π). In T_z the factor s_z comes from S_z, and sgn(π) comes from the difference of squares. Both triples belong to Γ5. Neither vanishes: with the raising operator S₊ = S_x + iS_y one finds ⟨3/2|S₊²|−1/2⟩ = 2√3, so the element between 3/2 and −1/2 is −i√3 for Q_z and (3/2 − 1/2)√3 = √3 for T_z. Q is time-even and T is time-odd, so they are independent.

This decides the case of an electric dipole in the tetrahedral group T_d. Its improper elements are −R, where R is a rotation in O that permutes the axes oddly. A polar vector changes by −R under such an element, which is Γ2⊗Γ4 = Γ5 in the notation of O. Within one time-reversal-symmetric Γ8 level of T_d, the dipole is then proportional to Q and has one real element. In O the dipole belongs to Γ4 and vanishes within such a level. In O_h, which is O with inversion added, an axial vector conserves parity, and the two-element form holds between Γ8 quartets of equal parity.

*Matrices for a field in a general direction.* For a time-odd vector with real p and q, the quantity needed in a first-order Zeeman calculation is N = n·V with a unit vector n. The elements of V_x follow from (14). In the order m = 3/2, 1/2, −1/2, −3/2, the nonzero elements of S_x on one side of the diagonal are √3/2, 1, √3/2. Squaring gives the diagonal 3/4, 7/4, 7/4, 3/4 of S_x² and the value √3/2 for its elements between 3/2 and −1/2 and between 1/2 and −3/2. One further multiplication by S_x gives

(S_x³)_{3/2,1/2} = (√3/2)(7/4) = 7√3/8,
(S_x³)_{1/2,−1/2} = (√3/2)(√3/2) + 7/4 = 5/2,
(S_x³)_{3/2,−3/2} = (√3/2)(√3/2) = 3/4.

Subtracting (41/20)S_x leaves −3√3/20, 9/20 and 3/4 for the same elements of O_x. With (15), the elements of V_x are

u = (V_x)_{3/2,1/2} = (√3/2)a − (3√3/20)b = √3(p + q)/4,
w = (V_x)_{1/2,−1/2} = a + (9/20)b = (3p − q)/4,
t = (V_x)_{3/2,−3/2} = (3/4)b = (p − 3q)/4.   (20)

The element between −1/2 and −3/2 is again u. A quarter turn about z carries V_x into V_y and multiplies the element between m and m′ by exp[−iπ(m − m′)/2]. This is −i for m − m′ = 1 and +i for m − m′ = 3. With n_± = n_x ± i n_y, the rows of N are

(p n_z, u n₋, 0, t n₊)
(u n₊, q n_z, w n₋, 0)
(0, w n₊, −q n_z, u n₋)
(t n₋, 0, u n₊, −p n_z).   (21)

The corner element t carries n₊ where a spin operator of full rotational symmetry would have no element at all. It is proportional to b.

*Levels.* Time reversal changes N into −N, so the eigenvalues come in pairs ±ε_1, ±ε_2, and the characteristic equation has no odd powers:

ε⁴ − (ε_1² + ε_2²)ε² + D = 0,  D = ε_1²ε_2² = det N.

The sum of squares is half of tr N². This trace is a quadratic function of n that is invariant under cubic rotations. Half turns about the cube axes exclude products such as n_xn_y, and threefold rotations make the coefficients of n_x², n_y² and n_z² equal, so it is independent of direction for a unit vector. With n along z it gives ε_1² + ε_2² = p² + q².

The determinant is an invariant of fourth degree. The half turns reverse two components at a time, so in each allowed monomial the three exponents are all even or all odd. Three odd exponents have an odd sum and cannot give four, so only even exponents remain. Threefold rotations then leave two combinations, n_x⁴ + n_y⁴ + n_z⁴ and

κ = n_x²n_y² + n_y²n_z² + n_z²n_x².

For a unit vector the first equals 1 − 2κ, so D = A + Bκ. With n along z, κ = 0 and A = p²q².

To find B, take n_z = 0 and n_± = exp(±iφ). Then (21) connects only the pair (3/2, −1/2) with the pair (1/2, −3/2), through the block

K = [u n₋, t n₊; w n₊, u n₋],

where the semicolon separates the rows. The determinant of N is |det K|²:

D = |u² exp(−2iφ) − tw exp(2iφ)|²
= u⁴ + t²w² − 2u²tw cos 4φ
= (u² − tw)² + 4u²tw sin² 2φ.

In this plane κ = cos²φ sin²φ = (sin² 2φ)/4, so B = 16u²tw. The first term must reproduce A, which checks the elements (20):

u² − tw = [3(p + q)² − (3p − q)(p − 3q)]/16 = 16pq/16 = pq.

The levels are therefore given by

ε² = {p² + q² ± √[(p² + q²)² − 4D]}/2,
D = p²q² + (3/16)(p + q)²(3p − q)(p − 3q) κ.   (22)

The numerical check compares (22) with direct diagonalization for random p, q and directions.

Two limits matter for fitting. If b = 0, then p = 3q, the coefficient of κ vanishes, and the levels are those of an isotropic spin 3/2. The converse is false: the coefficient also vanishes for q = 3p and for p = −q, where b is not zero. Isotropic splitting is therefore no proof that one element suffices. Moreover, (22) is unchanged when p and q are exchanged. It is also unchanged when both signs are reversed, since p and q enter only in terms of even total degree. Level energies, even when known for all directions, therefore determine neither which of the two numbers belongs to |3/2⟩ nor their common sign. That information must come from the symmetry labels of the states or from another matrix element.

*Worked example: J = 5/2 in a cubic field.* The character of J = 5/2 is 6 at the identity, 0 at 120° and −√2 at 90°. By (8), Γ8 occurs (6·4 + 6·4)/48 = 1 time. What remains has dimension 2 and character −√2 on the quarter turn, so it is Γ7. The multiplet splits into one Γ8 and one Γ7.

The quarter-turn phases identify the states. The phase of Γ8 with m = 1/2 occurs in the multiplet for M = 1/2 alone, where M is the eigenvalue of J_z in units of ħ. Hence q = 1/2. The phase of m = 3/2 is shared by M = 3/2 and M = −5/2, since these differ by 4. Let f be the weight of M = 3/2 in the Γ8 state. It follows from cubic symmetry of the projector on the quartet: J_x², J_y² and J_z² have equal traces there, each one third of 4·(35/4), which is 35/3. Written out,

2·(1/4) + 2·[(9/4)f + (25/4)(1 − f)] = 13 − 8f = 35/3,

so f = 1/6. Therefore

p = (1/6)(3/2) − (5/6)(5/2) = −11/6 ≈ −1.833.

From (15) and (17),

a = (−5.5 + 0.5)/5 = −1,
b = (−11/6 − 3/2)/3 = −10/9 ≈ −1.111,
R_1 ≈ −1.936,  R_2 ≈ −1.291.

The second reduced element is thus comparable with the first, although J is an ordinary angular momentum in the complete multiplet. The projection on the quartet produces it.

For the levels, p² + q² = 3.611, p²q² = 0.840, and the coefficient of κ in D is 6.667. The directions [001], [110] and [111] have κ = 0, 1/4 and 1/3, so D = 0.840, 2.507 and 3.063. Equation (22) gives

[001]: ±1.833, ±0.500
[110]: ±1.635, ±0.968
[111]: ±1.500, ±1.167

for n·J in units of ħ. If b is dropped, the levels are ±1.5 and ±0.5 in every direction. Along [001] the outer level is then too small by 18 percent of its correct value. Along [111] the outer level is right, but the inner one is 0.5 instead of 1.167.

*Validity of the projection.* Equation (22) describes the quartet to first order in the field. To see what this neglects, take a model in which Γ7 lies 0.002 hartree above Γ8 and the Zeeman term is h n·J, with J in units of ħ and h = 10⁻⁵ hartree. The first-order energy of the top level is 18.33, 16.35 and 15.00 microhartree along [001], [110] and [111], or 0.499, 0.445 and 0.408 meV.

Diagonalization in all six states moves the outer levels along [001] from ±18.33 to −18.44 and +18.22 microhartree, while the inner levels stay at ±5.00. The reason is symmetry. J_z conserves the quarter-turn phase, and Γ7 contains the phases of m = ±3/2, so the states with m = ±1/2 find no partner. For the outer states, the Γ8 and Γ7 combinations of M = 3/2 and M = −5/2 are orthogonal, and the element of J_z between them has magnitude (√5/6)(3/2 + 5/2) = 1.491. Second-order perturbation theory lowers both outer levels by

h²·(1.491)²/(0.002 hartree) ≈ 0.11 microhartree,

as found. The shift is 0.6 percent of the first-order energy.

Along [111] the roles are reversed: the outer levels stay at ±15.00, and the inner ones move down by about 0.11 microhartree, or 1 percent of their first-order energy. Here the threefold rotation about the field is conserved. States with angular momentum ±3/2 along [111] have the phase −1. Γ7 has the threefold character 1, with phases exp(±iπ/3), and does not contain −1. These two states therefore belong entirely to Γ8, and their energies ±3h/2 are unaffected by Γ7. Along [110] all four levels move down, by 0.05 to 0.06 microhartree.

The two-element form (14) is exact for the operator projected on the quartet. What fails as the field grows is the neglect of Γ7, whose leading effect on the energies scales as h² divided by the gap. When h is no longer small compared with the gap, both levels must be kept, together with the elements of V that connect them.

Computed values

```
Classes: E, Ebar, C3, C3bar, C4, C4bar, C2, C2prime
class sizes (elements): 1 1 8 8 6 6 6 12
characters G1 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000
characters G2 1.000 1.000 1.000 1.000 -1.000 -1.000 1.000 -1.000
characters G3 2.000 2.000 -1.000 -1.000 0.000 0.000 2.000 0.000
characters G4 3.000 3.000 0.000 0.000 1.000 1.000 -1.000 -1.000
characters G5 3.000 3.000 0.000 0.000 -1.000 -1.000 -1.000 1.000
characters G6 2.000 -2.000 1.000 -1.000 1.414 -1.414 0.000 0.000
characters G7 2.000 -2.000 1.000 -1.000 -1.414 1.414 0.000 0.000
characters G8 4.000 -4.000 -1.000 1.000 0.000 0.000 0.000 0.000
G1 x G1 = G1
G1 x G2 = G2
G1 x G3 = G3
G1 x G4 = G4
G1 x G5 = G5
G2 x G2 = G1
G2 x G3 = G3
G2 x G4 = G5
G2 x G5 = G4
G3 x G3 = G1 + G2 + G3
G3 x G4 = G4 + G5
G3 x G5 = G4 + G5
G4 x G4 = G1 + G3 + G4 + G5
G4 x G5 = G2 + G3 + G4 + G5
G5 x G5 = G1 + G3 + G4 + G5
G8 x G8 = G1 + G2 + G3 + 2G4 + 2G5
G4 x G8 = G6 + G7 + 2G8
largest multiplicity in O: 1
time parity of S, O, Q, T: -1 -1 1 -1
G8 state m=3/2: weight of M=3/2: 0.166667, of M=-5/2: 0.833333
p = -1.833333, q = 0.500000 (hbar)
a = -1.000000, b = -1.111111 (dimensionless)
R1 = -1.936492, R2 = -1.290994 (hbar)
anisotropy coefficient of D: 6.666667 (hbar^4)
levels with b dropped: +-1.5000, +-0.5000 (hbar)
time-even vector: norm in J=5/2 53.6656, zero in G8: True (hbar^4)
G7-G8 gap = 0.0020 hartree
Zeeman energy h = 1.0e-05 hartree
[001] levels of n.J in G8 (hbar): -1.8333 -0.5000 0.5000 1.8333
[001] projected energies (microhartree): -18.333 -5.000 5.000 18.333
[001] six-state energies (microhartree): -18.443 -5.000 5.000 18.221
[001] projected top level: 0.4989 meV
[110] levels of n.J in G8 (hbar): -1.6350 -0.9684 0.9684 1.6350
[110] projected energies (microhartree): -16.350 -9.684 9.684 16.350
[110] six-state energies (microhartree): -16.409 -9.735 9.631 16.291
[110] projected top level: 0.4449 meV
[111] levels of n.J in G8 (hbar): -1.5000 -1.1667 1.1667 1.5000
[111] projected energies (microhartree): -15.000 -11.667 11.667 15.000
[111] six-state energies (microhartree): -15.000 -11.778 11.555 15.000
[111] projected top level: 0.4082 meV
```
